# Antiresonant silicon layer of an ARROW slab waveguide: test program

```python
"""
First antiresonant silicon thickness of a planar ARROW waveguide.
Result under test (order N = 0, 1, ...):
  d_N = (2N+1) lam/(4 n_si) / sqrt(1 - (n_ox/n_si)^2 + (lam/(2 n_si d_core))^2)
lam: vacuum wavelength; n_ox, n_si: oxide and silicon indices;
d_core: core thickness. Stack: air / oxide core / silicon layer /
second oxide / silicon substrate. Lengths are in micrometres internally.
kc is the transverse wavenumber in oxide, beta the propagation constant.
Fields vary as exp(i beta z - i omega t); power loss is 2 Im(beta).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

lam, d_core, n_ox, n_si, n_air = 1.55, 4.0, 1.45, 3.5, 1.0
d_second = d_core / 2
k0 = 2 * np.pi / lam
DB_PER_CM = 1e4 * 10 / np.log(10)


def rule(order=0, n_layer=n_si):
    bracket = 1 - (n_ox / n_layer)**2 + (lam / (2 * n_layer * d_core))**2
    return (2 * order + 1) * lam / (4 * n_layer) / np.sqrt(bracket)


def beta_squared(kc):
    return (k0 * n_ox)**2 - kc**2


def k_transverse(index, kc):
    return np.sqrt(k0**2 * index**2 - beta_squared(kc) + 0j)


def propagate_back(kc, layers, n_out, tm=False):
    """Field u and scaled slope v, from an outgoing wave of unit amplitude.

    Layers are listed from the outer medium towards the core.
    """
    def weight(index):
        return index**2 if tm else 1.0
    k_out = kc if n_out == n_ox else k_transverse(n_out, kc)
    u, v = 1.0 + 0j, 1j * k_out / weight(n_out)
    for index, thickness in layers:
        k = k_transverse(index, kc)
        c, s = np.cos(k * thickness), np.sin(k * thickness)
        y = k / weight(index)
        u, v = u * c - v * s / y, v * c + u * y * s
    return u, v, k_out


def transmission(kc, layers, n_out):
    """TE power transmission from oxide through layers, real kc."""
    u, v, k_out = propagate_back(kc, layers, n_out)
    incoming = (u + v / (1j * kc)) / 2
    return np.real(k_out) / (kc * abs(incoming)**2)


def solve_mode(d, n_layer=n_si, tm=False, second=True):
    """Complex kc of the fundamental leaky mode by the secant method."""
    outer = [(n_ox, d_second)] if second else []
    layers = outer + [(n_layer, d), (n_ox, d_core)]
    n_out = n_si if second else n_ox

    def mismatch(kc):
        u, v, _ = propagate_back(kc, layers, n_out, tm)
        gamma = np.sqrt(beta_squared(kc) - (k0 * n_air)**2)
        return v - gamma * u

    a = 0.95 * np.pi / d_core + 0j
    b = a * (1 - 1e-3j)
    fa, fb = mismatch(a), mismatch(b)
    step = 1.0
    for _ in range(60):
        if fb == fa:
            break
        step = -fb * (b - a) / (fb - fa)
        a, fa = b, fb
        b = b + step
        fb = mismatch(b)
        if abs(step) < 1e-14:
            break
    assert abs(step) < 1e-11, "mode search did not converge"
    assert abs(b.real * d_core / np.pi - 1) < 0.2, "wrong mode"
    return b


def loss(d, **options):
    """Power loss per micrometre."""
    return 2 * np.sqrt(beta_squared(solve_mode(d, **options))).imag


# Antiresonance of a silicon layer in oxide, found by direct minimization
d_rule = rule()
kc_rule = np.pi / d_core
k_si = k_transverse(n_si, kc_rule).real


def single_layer(d):
    return transmission(kc_rule, [(n_si, d)], n_ox)


d_search = minimize_scalar(single_layer, bounds=(0.07, 0.18),
                           method="bounded", options={"xatol": 1e-9}).x
d_search_1 = minimize_scalar(single_layer, bounds=(0.31, 0.42),
                             method="bounded", options={"xatol": 1e-9}).x
assert abs(d_search - d_rule) < 1e-5
assert abs(d_search_1 - rule(1)) < 1e-5
T_anti, T_res = single_layer(d_rule), single_layer(2 * d_rule)
contrast = (k_si**2 - kc_rule**2) / (2 * k_si * kc_rule)
for d_test in (0.03, 0.09, d_rule, 0.2):
    airy = 1 / (1 + contrast**2 * np.sin(k_si * d_test)**2)
    assert abs(single_layer(d_test) / airy - 1) < 1e-9
assert abs(T_res - 1) < 1e-9 and T_anti < 0.05

# Full leaky mode at the rule thickness, checked by integrating the equation
kc = solve_mode(d_rule)
beta2 = beta_squared(kc)
beta = np.sqrt(beta2)
gamma = np.sqrt(beta2 - (k0 * n_air)**2)
k_sub = k_transverse(n_si, kc)
state = np.array([1, gamma, 0], dtype=complex)
norms = [1 / (2 * gamma.real)]
for index, thickness in [(n_ox, d_core), (n_si, d_rule), (n_ox, d_second)]:
    q = k0**2 * index**2 - beta2
    before = state[2].real
    sol = solve_ivp(lambda x, y, q=q: [y[1], -q * y[0], abs(y[0])**2],
                    (0, thickness), state, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    state = sol.y[:, -1]
    norms.append(state[2].real - before)
total = sum(norms)
balance = k_sub.real * abs(state[0])**2 / total
assert abs(state[1] / (1j * k_sub * state[0]) - 1) < 1e-5
assert beta.imag > 0 and abs(balance / beta2.imag - 1) < 1e-5
loss_rule = 2 * beta.imag
loss_balance = balance / beta.real

# A thicker silicon layer widens the effective core, pi/Re(kc), one to one
h = 0.002
width_slope = (np.pi / solve_mode(d_rule + h).real
               - np.pi / solve_mode(d_rule - h).real) / (2 * h)
assert abs(width_slope - 1) < 0.05

# Thickness of least modal loss and the origin of its shift
best = minimize_scalar(loss, bounds=(0.08, 0.16), method="bounded",
                       options={"xatol": 1e-8})
d_best, loss_best = best.x, best.fun
excess = loss_rule / loss_best - 1
assert abs(d_best / d_rule - 1) < 0.05 and 0 <= excess < 0.01
kc_best = solve_mode(d_best).real
d_fixed = minimize_scalar(
    lambda d: transmission(kc_best, [(n_ox, d_second), (n_si, d)], n_si),
    bounds=(0.08, 0.16), method="bounded", options={"xatol": 1e-8}).x
width = np.pi / kc_best
shift_found = d_best - d_fixed
shift_predicted = 5 / (2 * k_transverse(n_si, kc_best).real**2 * width)
# The estimate omits the slow phase dependence of the second oxide layer.
assert abs(shift_found / shift_predicted - 1) < 0.15
assert abs(d_fixed - d_rule) < 0.001
d_low = brentq(lambda d: loss(d) - 2 * loss_best, 0.03, d_best)
d_high = brentq(lambda d: loss(d) - 2 * loss_best, d_best, 0.215)
assert d_low < d_rule < d_high

# Effects left out of the simple rule
loss_tm = loss(d_rule, tm=True)
loss_open = loss(d_rule, second=False)
assert loss_tm > 10 * loss_rule and loss_open > 5 * loss_rule
d_index = rule(n_layer=n_si - 0.02)
d_no_core = lam / (4 * np.sqrt(n_si**2 - n_ox**2))
fraction_si = norms[2] / total
alpha_si = 1e-4
extra_formula = n_si / (beta.real / k0) * fraction_si * alpha_si
n_absorbing = n_si + 1j * alpha_si / (2 * k0)
extra_direct = loss(d_rule, n_layer=n_absorbing) - loss_rule
assert abs(extra_direct / extra_formula - 1) < 0.05

print(f"Wavelength: {lam*1e3:.0f} nm")
print(f"Core thickness: {d_core:.1f} um")
print(f"Second oxide thickness: {d_second:.1f} um")
print(f"Indices oxide, silicon, air: {n_ox}, {n_si}, {n_air}")
print(f"Vacuum wavenumber k0: {k0:.4f} 1/um")
print(f"Core wavenumber pi/d_core: {kc_rule:.4f} 1/um")
print(f"Silicon transverse wavenumber: {k_si:.4f} 1/um")
print(f"lam/(4 n_si): {lam/(4*n_si)*1e3:.3f} nm")
print(f"(n_ox/n_si)^2: {(n_ox/n_si)**2:.6f}")
print(f"(lam/(2 n_si d_core))^2: {(lam/(2*n_si*d_core))**2:.6f}")
print(f"Bracket in the rule: {(lam/(4*n_si)/d_rule)**2:.6f}")
print(f"First antiresonant thickness, rule: {d_rule*1e3:.2f} nm")
print(f"Same, direct minimization: {d_search*1e3:.2f} nm")
print(f"Second antiresonant thickness: {rule(1)*1e3:.2f} nm")
print(f"First resonant thickness: {2*d_rule*1e3:.2f} nm")
print(f"Layer transmission, antiresonant: {T_anti:.5f}")
print(f"Layer transmission, resonant: {T_res:.5f}")
print(f"Mode effective index, real part: {beta.real/k0:.6f}")
print(f"Mode effective index, imaginary part: {beta.imag/k0:.3e}")
print(f"Mode core wavenumber, real part: {kc.real:.4f} 1/um")
print(f"Ratio of it to pi/d_core: {kc.real/kc_rule:.4f}")
print(f"TE loss at rule thickness: {loss_rule*DB_PER_CM:.4f} dB/cm")
print(f"Same from power balance: {loss_balance*DB_PER_CM:.4f} dB/cm")
print(f"Thickness of least TE loss: {d_best*1e3:.2f} nm")
print(f"Least TE loss: {loss_best*DB_PER_CM:.4f} dB/cm")
print(f"Excess loss at rule thickness: {excess*100:.3f} %")
print(f"Best thickness at fixed core wavenumber: {d_fixed*1e3:.2f} nm")
print(f"Effective core width: {width:.3f} um")
print(f"Change of core width per silicon thickness: {width_slope:.3f}")
print(f"Upward shift of minimum, computed: {shift_found*1e3:.2f} nm")
print(f"Upward shift of minimum, estimate: {shift_predicted*1e3:.2f} nm")
print(f"Loss below twice minimum from: {d_low*1e3:.1f} nm")
print(f"Loss below twice minimum up to: {d_high*1e3:.1f} nm")
print(f"TM loss at rule thickness: {loss_tm*DB_PER_CM:.2f} dB/cm")
print(f"TE loss, unlimited outer oxide: {loss_open*DB_PER_CM:.3f} dB/cm")
print(f"Rule with silicon index lower by 0.02: {d_index*1e3:.2f} nm")
print(f"Rule without finite-core term: {d_no_core*1e3:.2f} nm")
print(f"Fraction of |E|^2 integral in silicon layer: {fraction_si:.3e}")
print(f"Assumed silicon absorption: {alpha_si*1e4:.1f} 1/cm")
print(f"Added loss, formula: {extra_formula*DB_PER_CM:.3e} dB/cm")
print(f"Added loss, complex index: {extra_direct*DB_PER_CM:.3e} dB/cm")
print("PASS")
```

Running it gives:

```
Wavelength: 1550 nm
Core thickness: 4.0 um
Second oxide thickness: 2.0 um
Indices oxide, silicon, air: 1.45, 3.5, 1.0
Vacuum wavenumber k0: 4.0537 1/um
Core wavenumber pi/d_core: 0.7854 1/um
Silicon transverse wavenumber: 12.9369 1/um
lam/(4 n_si): 110.714 nm
(n_ox/n_si)^2: 0.171633
(lam/(2 n_si d_core))^2: 0.003064
Bracket in the rule: 0.831432
First antiresonant thickness, rule: 121.42 nm
Same, direct minimization: 121.42 nm
Second antiresonant thickness: 364.26 nm
First resonant thickness: 242.84 nm
Layer transmission, antiresonant: 0.01463
Layer transmission, resonant: 1.00000
Mode effective index, real part: 1.438410
Mode effective index, imaginary part: 1.405e-06
Mode core wavenumber, real part: 0.7417 1/um
Ratio of it to pi/d_core: 0.9443
TE loss at rule thickness: 0.4945 dB/cm
Same from power balance: 0.4945 dB/cm
Thickness of least TE loss: 125.20 nm
Least TE loss: 0.4934 dB/cm
Excess loss at rule thickness: 0.237 %
Best thickness at fixed core wavenumber: 121.84 nm
Effective core width: 4.240 um
Change of core width per silicon thickness: 0.998
Upward shift of minimum, computed: 3.36 nm
Upward shift of minimum, estimate: 3.52 nm
Loss below twice minimum from: 64.2 nm
Loss below twice minimum up to: 186.3 nm
TM loss at rule thickness: 107.87 dB/cm
TE loss, unlimited outer oxide: 8.568 dB/cm
Rule with silicon index lower by 0.02: 122.26 nm
Rule without finite-core term: 121.64 nm
Fraction of |E|^2 integral in silicon layer: 9.468e-05
Assumed silicon absorption: 1.0 1/cm
Added loss, formula: 1.001e-03 dB/cm
Added loss, complex index: 1.000e-03 dB/cm
PASS
```
